# The Gamma Matrices as Generators of the Conformal Group: verification in Python

```python
"""
Result under test: with metric eta = diag(+,-,-,-) the real span of
i*gamma_mu, gamma_mu gamma_nu / 2, i*gamma_mu gamma5, gamma5 is su(2,2) = so(4,2), and
  P_mu = (i/2) gamma_mu (1 + gamma5)   translations
  K_mu = (i/2) gamma_mu (1 - gamma5)   special conformal transformations
  D    = -gamma5 / 2                   dilatation
  M_mn = [gamma_m, gamma_n] / 4        Lorentz transformations
A point x is the two-plane {(1 + i xslash) chi : gamma5 chi = chi} in C^4.
Independent road: 6x6 pseudo-rotations acting on the null cone of diag(+,-,-,-,-,+).
"""
import itertools
import numpy as np
from scipy.linalg import expm

eta = np.diag([1.0, -1.0, -1.0, -1.0])
g42 = np.diag([1.0, -1.0, -1.0, -1.0, -1.0, 1.0])
g51 = np.diag([1.0, -1.0, -1.0, -1.0, -1.0, -1.0])
pairs = list(itertools.combinations(range(6), 2))
one = np.eye(4, dtype=complex)
pauli = [np.array(m, dtype=complex) for m in
         ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]


def comm(a, b):
    return a @ b - b @ a


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=tol, atol=tol)


def real_columns(matrices):
    return np.array([np.concatenate([m.real.ravel(), m.imag.ravel()])
                     for m in matrices]).T


def structure_constants(basis):
    """Real expansion coefficients of all commutators, and the worst residual."""
    n = len(basis)
    columns = real_columns(basis)
    assert np.linalg.matrix_rank(columns) == n
    targets = real_columns([comm(a, b) for a in basis for b in basis])
    coeff = np.linalg.lstsq(columns, targets, rcond=None)[0]
    residual = np.max(np.abs(columns @ coeff - targets))
    return coeff.T.reshape(n, n, n), residual


def killing_form(f):
    return np.einsum('iab,jba->ij', f, f)


def signature(form):
    w = np.linalg.eigvalsh(form)
    return int(np.sum(w > 1e-8)), int(np.sum(w < -1e-8))


def plane_generator(a, b, metric):
    """v -> e_a (e_b.v) - e_b (e_a.v)"""
    e = np.eye(len(metric))
    return np.outer(e[a], metric @ e[b]) - np.outer(e[b], metric @ e[a])


def bare_products(gam):
    out = []
    for size in range(1, 5):
        for subset in itertools.combinations(range(4), size):
            m = one
            for k in subset:
                m = m @ gam[k]
            out.append(m)
    return out


def dot(x, y):
    return x @ eta @ y


def conformal_factor(b, x):
    return 1 - 2 * dot(b, x) + dot(b, b) * dot(x, x)


def special_conformal(b, x):
    return (x - b * dot(x, x)) / conformal_factor(b, x)


class Spinor:
    """All 4x4 objects built from one set of gamma matrices (upper index)."""

    def __init__(self, up):
        self.up = up
        self.low = [eta[m, m] * up[m] for m in range(4)]
        self.g5 = 1j * up[0] @ up[1] @ up[2] @ up[3]
        five = self.low + [1j * self.g5]
        self.five = five
        self.sigma = {}
        for a, b in pairs:
            self.sigma[a, b] = (0.5j * five[a] if b == 5
                                else comm(five[a], five[b]) / 4)
        self.P = [0.5j * q @ (one + self.g5) for q in self.low]
        self.K = [0.5j * q @ (one - self.g5) for q in self.low]
        self.D = -self.g5 / 2
        values, vectors = np.linalg.eigh(self.g5)
        self.chi = vectors[:, values > 0]

    def slash(self, x):
        return sum(x[m] * self.low[m] for m in range(4))

    def plane(self, x):
        return (one + 1j * self.slash(x)) @ self.chi

    def move(self, group_element, x):
        """Read the new point from the transformed two-plane."""
        v = group_element @ self.plane(x)
        right = (one + self.g5) / 2
        left = (one - self.g5) / 2
        graph = (left @ v) @ np.linalg.pinv(right @ v)
        new = np.array([np.trace(self.up[m] @ graph) / 2j for m in range(4)])
        assert np.max(np.abs(new.imag)) < 1e-9
        assert close(graph, 1j * self.slash(new.real) @ right, 1e-9)
        return new.real


def cone_move(group_element, x):
    """Same motion computed on the null cone in six dimensions."""
    plus = np.array([0, 0, 0, 0, 1.0, 1.0])
    minus = np.array([0, 0, 0, 0, -1.0, 1.0])
    point = np.concatenate([x, [0, 0]]) + minus / 2 - dot(x, x) * plus / 2
    assert abs(point @ g42 @ point) < 1e-10
    image = group_element @ point
    return image[:4] / (plus @ g42 @ image)


zero2, one2 = np.zeros((2, 2)), np.eye(2)
space = [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
chiral = [np.block([[zero2, one2], [one2, zero2]]).astype(complex)] + space
dirac = [np.diag([1, 1, -1, -1]).astype(complex)] + space

x = np.array([2.0, 1.0, 0.0, 0.0])
y = np.array([0.0, 1.0, 1.0, 0.0])
a = np.array([1.0, 0.0, 0.0, 2.0])
b = np.array([0.1, 0.0, 0.2, 0.0])
scale = 2.0
rng = np.random.default_rng(7)
six = {p: plane_generator(*p, g42) for p in pairs}
f_six, _ = structure_constants([six[p] for p in pairs])
f_51, _ = structure_constants([plane_generator(*p, g51) for p in pairs])


def run_tests(up):
    s = Spinor(up)
    for m in range(4):
        for n in range(4):
            assert close(up[m] @ up[n] + up[n] @ up[m], 2 * eta[m, n] * one)
    products = bare_products(up)
    gram = np.array([[np.trace(p.conj().T @ q) for q in products]
                     for p in products])
    assert close(gram, 4 * np.eye(15))
    assert max(abs(np.trace(p)) for p in products) < 1e-12

    # closure and isomorphism with the 6x6 pseudo-rotations
    basis = [s.sigma[p] for p in pairs]
    f, residual = structure_constants(basis)
    assert residual < 1e-12 and close(f, f_six)
    killing = killing_form(f)
    traces = np.array([[np.trace(p @ q).real for q in basis] for p in basis])
    assert close(killing, 8 * traces)
    assert signature(killing) == (8, 7)

    # real coefficients without the extra i select other real forms
    no_i = [s.five[p[0]] / 2 if p[1] == 5 else s.sigma[p] for p in pairs]
    f_no_i, res_no_i = structure_constants(no_i)
    assert res_no_i < 1e-12 and close(f_no_i, f_51)
    f_bare, res_bare = structure_constants(products)
    f_flip, res_flip = structure_constants(bare_products([1j * q for q in up]))
    assert max(res_bare, res_flip) < 1e-12
    sig_bare = signature(killing_form(f_bare))
    sig_flip = signature(killing_form(f_flip))
    sig_33 = signature(killing_form(structure_constants(
        [plane_generator(*p, np.diag([1., 1, 1, -1, -1, -1])) for p in pairs])[0]))
    assert sig_bare == signature(killing_form(f_51)) and sig_flip == sig_33

    # the set with gamma5 but no further i is a conjugate copy
    w = expm(0.25j * np.pi * s.g5)
    copy = (list(up) + [q @ s.g5 for q in up] + [s.g5]
            + [up[m] @ up[n] for m, n in itertools.combinations(range(4), 2)])
    rotated = [w @ q @ np.linalg.inv(w) for q in copy]
    assert np.linalg.matrix_rank(real_columns(copy + basis), tol=1e-9) > 15
    assert np.linalg.matrix_rank(real_columns(rotated + basis), tol=1e-9) == 15

    # solve the defining conditions of su(2,2) and compare the spaces
    units = []
    for i in range(4):
        for j in range(4):
            e = np.zeros((4, 4), dtype=complex)
            e[i, j] = 1
            units += [e, 1j * e]
    rows = []
    for e in units:
        c = e.conj().T @ up[0] + up[0] @ e
        t = np.trace(e)
        rows.append(np.concatenate([c.real.ravel(), c.imag.ravel(),
                                    [t.real, t.imag]]))
    dimension = 32 - np.linalg.matrix_rank(np.array(rows))
    assert dimension == 15
    for q in basis:
        assert close(q.conj().T @ up[0] + up[0] @ q, 0 * one)
    form_eigenvalues = np.linalg.eigvalsh(up[0])
    assert close(form_eigenvalues, [-1, -1, 1, 1])

    # conformal commutators
    def lorentz(m, n):
        return comm(s.low[m], s.low[n]) / 4
    assert close(s.D, s.sigma[4, 5])
    for m in range(4):
        assert close(s.P[m], s.sigma[m, 5] + s.sigma[m, 4])
        assert close(s.K[m], s.sigma[m, 5] - s.sigma[m, 4])
        assert close(comm(s.D, s.P[m]), s.P[m])
        assert close(comm(s.D, s.K[m]), -s.K[m])
        for n in range(4):
            assert close(s.P[m] @ s.P[n], 0 * one)
            assert close(s.K[m] @ s.K[n], 0 * one)
            assert close(comm(s.K[m], s.P[n]),
                         2 * (eta[m, n] * s.D - lorentz(m, n)))
            assert close(comm(s.D, lorentz(m, n)), 0 * one)
            for r in range(4):
                for vec in (s.low, s.P, s.K):
                    assert close(comm(lorentz(m, n), vec[r]),
                                 eta[n, r] * vec[m] - eta[m, r] * vec[n])

    # the two-plane is null for real points only
    def form_size(point):
        v = s.plane(point)
        return np.max(np.abs(v.conj().T @ up[0] @ v))
    assert form_size(x) < 1e-12
    assert form_size(x + 0.3j * a) > 0.1

    # finite motions: matrix exponentials against closed formulas
    gP = expm(sum(a[m] * s.P[m] for m in range(4)))
    gD = expm(np.log(scale) * s.D)
    gK = expm(sum(b[m] * s.K[m] for m in range(4)))
    moved = {'P': s.move(gP, x), 'D': s.move(gD, x),
             'K': s.move(gK, x), 'Ky': s.move(gK, y)}
    assert close(moved['P'], x + a)
    assert close(moved['D'], scale * x)
    assert close(moved['K'], special_conformal(b, x))
    assert close(moved['Ky'], special_conformal(b, y))
    block = s.chi.conj().T @ (one - s.slash(b) @ s.slash(x)) @ s.chi
    determinant = np.linalg.det(block)
    assert close(determinant, conformal_factor(b, x))

    # any group element: 4x4 action equals null-cone action
    for _ in range(6):
        c = 0.15 * rng.normal(size=15)
        g4 = expm(sum(ci * s.sigma[p] for ci, p in zip(c, pairs)))
        g6 = expm(sum(ci * six[p] for ci, p in zip(c, pairs)))
        assert close(s.move(g4, x), cone_move(g6, x), 1e-8)

    # infinitesimal Lorentz and special conformal motion by central difference
    h = 1e-5
    omega = rng.normal(size=(4, 4))
    omega = omega - omega.T
    gen = sum(omega[m, n] * lorentz(m, n) / 2 for m in range(4) for n in range(4))
    slope = (s.move(expm(h * gen), x) - s.move(expm(-h * gen), x)) / (2 * h)
    assert close(slope, omega @ eta @ x, 1e-6)
    gen = sum(b[m] * s.K[m] for m in range(4))
    slope = (s.move(expm(h * gen), x) - s.move(expm(-h * gen), x)) / (2 * h)
    assert close(slope, 2 * dot(b, x) * x - b * dot(x, x), 1e-6)

    # double cover
    turn4 = expm(2 * np.pi * s.sigma[1, 2])
    turn6 = expm(2 * np.pi * six[1, 2])
    assert close(turn4, -one) and close(turn6, np.eye(6))
    nonzero = sum(np.max(np.abs(comm(p, q))) > 1e-12
                  for p, q in itertools.combinations(basis, 2))
    return dict(s=s, moved=moved, det=determinant.real, dim=dimension,
                sig=signature(killing), bare=sig_bare, flip=sig_flip,
                nonzero=nonzero, turn4=turn4[0, 0].real, turn6=turn6[0, 0],
                form=form_eigenvalues)


run_tests(dirac)
out = run_tests(chiral)
s, moved = out['s'], out['moved']
gap_old = dot(x - y, x - y)
gap_new = dot(moved['K'] - moved['Ky'], moved['K'] - moved['Ky'])
factor_x, factor_y = conformal_factor(b, x), conformal_factor(b, y)
assert close(gap_new, gap_old / (factor_x * factor_y))


def vec(v):
    return '(' + ', '.join(f'{round(float(q), 5) + 0.0:.5g}' for q in v) + ')'


def mat(m):
    def cell(z):
        return f'{round(z.real, 6) + 0.0:g}{round(z.imag, 6) + 0.0:+g}i'
    return '[' + '; '.join(', '.join(cell(z) for z in row) for row in m) + ']'


print('Algebra (pure numbers)')
print('real dimension of su(2,2):', out['dim'])
print('eigenvalues of gamma^0:', vec(out['form']))
print('nonzero commutators among 105 pairs:', out['nonzero'])
print('Killing signs (+,-), so(4,2) set:', out['sig'])
print('Killing signs (+,-), bare products, metric +---:', out['bare'])
print('Killing signs (+,-), bare products, metric -+++:', out['flip'])
print('exp(2 pi Sigma_12), 4x4, first entry:', f"{out['turn4']:.3f}")
print('exp(2 pi M_12), 6x6, first entry:', f"{out['turn6']:.3f}")
print('Chiral basis, 2x2 blocks (all other blocks vanish)')
for m in range(4):
    assert close(s.P[m][:2, :2], zero2) and close(s.P[m][2:, :], np.zeros((2, 4)))
    print(f'P_{m} upper right:', mat(s.P[m][:2, 2:]))
for m in range(4):
    assert close(s.K[m][:2, :], np.zeros((2, 4))) and close(s.K[m][2:, 2:], zero2)
    print(f'K_{m} lower left:', mat(s.K[m][2:, :2]))
assert close(s.D, np.diag(np.diag(s.D)))
print('D diagonal:', vec(np.diag(s.D).real))
print('Worked example (length unit L)')
print('x [L]:', vec(x))
print('y [L]:', vec(y))
print('translation a [L]:', vec(a))
print('x after translation [L]:', vec(moved['P']))
print('dilatation factor:', f'{scale:g}', ' lambda:', f'{np.log(scale):.5f}')
print('x after dilatation [L]:', vec(moved['D']))
print('special conformal b [1/L]:', vec(b))
print('x.x [L^2]:', f'{dot(x, x):.5g}')
print('y.y [L^2]:', f'{dot(y, y):.5g}')
print('b.b [1/L^2]:', f'{dot(b, b):.5g}')
print('b.x:', f'{dot(b, x):.5g}', ' b.y:', f'{dot(b, y):.5g}')
print('sigma(x):', f'{factor_x:.5g}', ' sigma(y):', f'{factor_y:.5g}')
print('determinant on chiral plane at x:', f"{out['det']:.5g}")
print('x after special conformal [L]:', vec(moved['K']))
print('y after special conformal [L]:', vec(moved['Ky']))
print('(x-y)^2 before [L^2]:', f'{gap_old:.5g}')
print('(x-y)^2 after [L^2]:', f'{gap_new:.5g}')
print('finished without a failed check')
```

It prints:

```
Algebra (pure numbers)
real dimension of su(2,2): 15
eigenvalues of gamma^0: (-1, -1, 1, 1)
nonzero commutators among 105 pairs: 60
Killing signs (+,-), so(4,2) set: (8, 7)
Killing signs (+,-), bare products, metric +---: (5, 10)
Killing signs (+,-), bare products, metric -+++: (9, 6)
exp(2 pi Sigma_12), 4x4, first entry: -1.000
exp(2 pi M_12), 6x6, first entry: 1.000
Chiral basis, 2x2 blocks (all other blocks vanish)
P_0 upper right: [0+1i, 0+0i; 0+0i, 0+1i]
P_1 upper right: [0+0i, 0-1i; 0-1i, 0+0i]
P_2 upper right: [0+0i, -1+0i; 1+0i, 0+0i]
P_3 upper right: [0-1i, 0+0i; 0+0i, 0+1i]
K_0 lower left: [0+1i, 0+0i; 0+0i, 0+1i]
K_1 lower left: [0+0i, 0+1i; 0+1i, 0+0i]
K_2 lower left: [0+0i, 1+0i; -1+0i, 0+0i]
K_3 lower left: [0+1i, 0+0i; 0+0i, 0-1i]
D diagonal: (0.5, 0.5, -0.5, -0.5)
Worked example (length unit L)
x [L]: (2, 1, 0, 0)
y [L]: (0, 1, 1, 0)
translation a [L]: (1, 0, 0, 2)
x after translation [L]: (3, 1, 0, 2)
dilatation factor: 2  lambda: 0.69315
x after dilatation [L]: (4, 2, 0, 0)
special conformal b [1/L]: (0.1, 0, 0.2, 0)
x.x [L^2]: 3
y.y [L^2]: -2
b.b [1/L^2]: -0.03
b.x: 0.2  b.y: -0.2
sigma(x): 0.51  sigma(y): 1.46
determinant on chiral plane at x: 0.51
x after special conformal [L]: (3.3333, 1.9608, -1.1765, 0)
y after special conformal [L]: (0.13699, 0.68493, 0.9589, 0)
(x-y)^2 before [L^2]: 3
(x-y)^2 after [L^2]: 4.029
finished without a failed check
```
